# Transient carrier lifetime: slope noise from finite differences and smoothing splines

Light creates electron–hole pairs in a semiconductor wafer at a rate \(G\) per volume. The excess density \(n\) follows with a delay, and its derivative is \(n'=dn/dt\). Pairs that are created but not stored have recombined, so the lifetime can depend on \(G\) and \(n'\) through their difference alone. The only time that can be formed from a density \(n\) and a recombination rate \(G-n'\) is their quotient, up to a number. Defining the lifetime by "recombination rate \(=n/\tau\)" sets that number to one:

\[
\tau=\frac{n}{G-n'} .\tag{1}
\]

Dimensions also show where noise enters. If \(n\) is measured with standard deviation \(\sigma\), a slope taken over a time \(w\) has an error of order \(\sigma/w\). Compared with the rate \(n/\tau\), this is a relative error of order \((\sigma/n)(\tau/w)\). The measurement noise \(\sigma/n\) is amplified by the lifetime divided by the time over which the slope is formed.

## What the lifetime contains

Let \(n\) be the average over the wafer thickness \(W\). Averaging the continuity equation turns the diffusion term into the flux lost through the two faces. If each face removes pairs at the rate \(S\) times the local density, and the density is nearly uniform in depth, then

\[
n'=G-\frac{n}{\tau_b}-\frac{2S}{W}n,\qquad \frac1\tau=\frac1{\tau_b}+\frac{2S}{W}.
\]

Equation (1) therefore gives an effective lifetime, surfaces included. It needs neither a steady state nor a pure decay, and \(\tau\) may depend on \(n\). It does assume that electrons and holes have equal excess densities (no trapping), and that \(n\) and \(G\) are calibrated and aligned in time.

The example is a model wafer with \(W=180\) µm, acceptor doping \(N=1.5\times10^{16}\) cm⁻³, \(S=5\) cm/s and diffusivity 30 cm²/s. The surface lifetime is \(W/(2S)=0.018/10\) s \(=1800\) µs; the lowest diffusion mode gives 1800.9 µs, so the uniform-density formula is adequate.

In the bulk, a deep level captures electrons and holes with time constants \(\tau_{n0}=150\) µs and \(\tau_{p0}=500\) µs. With electron density \(n\) and hole density \(N+n\), and with thermal emission neglected, its recombination rate is

\[
U=\frac{n(N+n)}{\tau_{p0}n+\tau_{n0}(N+n)},\qquad
\tau_b=\frac nU=\tau_{n0}+\tau_{p0}\frac{n}{N+n}.
\]

A Gaussian light pulse, centred at 400 µs with standard deviation 100 µs and peak \(G=3\times10^{19}\) cm⁻³ s⁻¹, drives the wafer.

## Three lifetimes by hand

At 350 µs the density is still rising:

\[
\tau=\frac{1.6428\times10^{15}}{(2.647-1.732)\times10^{19}}\ \text{s}\approx179.5\ \text{µs}.
\]

At 500 µs, near the density peak, the derivative is small:

\[
\tau=\frac{3.5808\times10^{15}}{(1.820-0.167)\times10^{19}}\ \text{s}\approx217\ \text{µs}.
\]

At 700 µs the light is nearly gone and \(n'\) is negative, so it adds to the denominator:

\[
\tau=\frac{1.9229\times10^{15}}{(0.033+1.003)\times10^{19}}\ \text{s}\approx186\ \text{µs}.
\]

These agree with the lifetimes put into the model, 179.5, 216.7 and 185.5 µs. The lifetime is longer near the peak because the deep-level term rises with \(n\).

Now let \(n\) be sampled every \(h=2\) µs with independent errors of \(\sigma=2\times10^{13}\) cm⁻³. The simplest slope is the difference of the two neighbours divided by \(2h\). Two independent errors add in variance, so its standard deviation is

\[
\frac{\sqrt2\,\sigma}{2h}=\frac{\sigma}{\sqrt2\,h}
=\frac{2\times10^{13}}{1.414\times2\times10^{-6}}
\approx7.07\times10^{18}\ \text{cm}^{-3}\,\text{s}^{-1}.
\]

At 500 µs the denominator of (1) is \(1.653\times10^{19}\) in the same unit. The slope error is 43 % of it, although the density itself is known to 0.56 %.

## Three samples do not help a spline

A smoothing spline is the function \(f\) that minimises

\[
\sum_i(y_i-f(t_i))^2+\lambda\int (f'')^2dt, \tag{2}
\]

where \(y_i\) are the samples. For given values at the sample times, the least curvature integral belongs to the natural cubic spline \(s\), which has \(s''=0\) at both ends. To see this, add a function \(e\) that vanishes at all samples. Integration by parts gives \(\int s''e''dt=-\int s'''e'dt\), because \(s''=0\) at the ends. Since \(s'''\) is constant between samples and \(\int e'dt=0\) over each interval, this is zero. Hence \(\int(s''+e'')^2dt=\int s''^2dt+\int e''^2dt\), and \(e\) can only raise the penalty.

On an interval with end values \(f_a,f_b\) and end second derivatives \(\gamma_a,\gamma_b\), integrating the linear \(f''\) twice gives the end slopes

\[
f'_a=\frac{f_b-f_a}{h}-\frac h6(2\gamma_a+\gamma_b),\qquad
f'_b=\frac{f_b-f_a}{h}+\frac h6(\gamma_a+2\gamma_b). \tag{3}
\]

Take three samples. The outer second derivatives vanish, and the middle one is \(\gamma\). Equating the two expressions for the middle slope gives

\[
\frac{f_1-2f_2+f_3}{h}=\frac{2h}{3}\gamma .
\]

The penalty is \(\lambda\int f''^2dt=\lambda(2h/3)\gamma^2\). Its derivative with respect to \(f_i\) is \(2\lambda\gamma\) times the coefficient of \(f_i\) on the left side above. Setting the derivative of (2) to zero then gives

\[
f_1=y_1-\frac{\lambda\gamma}{h},\quad f_2=y_2+\frac{2\lambda\gamma}{h},\quad f_3=y_3-\frac{\lambda\gamma}{h}.
\]

The average of the two expressions for the middle slope is \((f_3-f_1)/(2h)\), since the \(\gamma\) terms cancel. The outer corrections are equal, so

\[
f'_2=\frac{y_3-y_1}{2h}.
\]

For any \(\lambda\), the three-sample spline has the same middle slope as the plain difference. Smoothing changes the middle value but not the slope. At a given step \(h\), a quieter slope requires samples beyond the two neighbours.

## The spline for a whole record

For a long record, collect the interior second derivatives in a vector \(\gamma\). Matching slopes at each interior sample with (3) gives \(R\gamma=Q^Tf\). Each row of \(Q^T\) holds \((1,-2,1)/h\), and \(R\) has \(2h/3\) on the diagonal and \(h/6\) beside it. The curvature integral over one interval is \((h/3)(\gamma_a^2+\gamma_a\gamma_b+\gamma_b^2)\), and these add up to \(\gamma^TR\gamma=f^TQR^{-1}Q^Tf\). Differentiating (2) with respect to \(f\) gives

\[
f=y-\lambda Q\gamma .
\]

Multiplying by \(Q^T\) and using \(Q^Tf=R\gamma\) leaves

\[
(R+\lambda Q^TQ)\gamma=Q^Ty. \tag{4}
\]

This system has five nonzero diagonals, so the work grows in proportion to the number of samples. Solve (4), compute \(f\), obtain \(f'\) from (3), and insert both in (1).

## Noise of each method

For small errors, take the logarithm of (1) and vary it. With \(G-n'=n/\tau\),

\[
\frac{\delta\tau}{\tau}=\frac{\delta n}{n}-\frac{\delta G-\delta n'}{n/\tau}
=\frac{\delta n+\tau\,\delta n'-\tau\,\delta G}{n}. \tag{5}
\]

From here \(G\) is taken as free of noise.

**Difference over \(\pm w\).** Here \(w=mh\) with \(m\) a whole number. The slope variance is \(2\sigma^2/(2w)^2=\sigma^2/(2w^2)\). The centre sample is not used in the slope, so the two errors are independent:

\[
\frac{\mathrm{Var}\,\tau}{\tau^2}=\frac{\sigma^2}{n^2}\left(1+\frac{\tau^2}{2w^2}\right). \tag{6}
\]

**Spline.** Far from the ends, and when \(f\) varies little over one step, replace the sum in (2) by \((1/h)\int(y-f)^2dt\). Varying \(f\) and integrating by parts twice gives \(f+\lambda h f''''=y\). A component of angular frequency \(\omega\) is therefore multiplied by

\[
\frac{1}{1+(\omega L)^4},\qquad L=(\lambda h)^{1/4}.
\]

The length \(L\) is the smoothing time. Independent samples have the spectral density \(\sigma^2h\), since its integral over \(|\omega|<\pi/h\), divided by \(2\pi\), is \(\sigma^2\). With \(x=\omega L\), and with the limits extended to infinity because \(L\gg h\),

\[
\mathrm{Var}f=\frac{\sigma^2h}{2\pi L}I_0,\quad
\mathrm{Var}f'=\frac{\sigma^2h}{2\pi L^3}I_2,\quad
I_k=\int_{-\infty}^{\infty}\frac{x^k\,dx}{(1+x^4)^2}.
\]

To find \(I_k\), first set \(A_k=\int_{-\infty}^\infty x^k/(1+x^4)\,dx\). The substitution \(x\to1/x\) shows \(A_0=A_2\). With \(u=x-1/x\),

\[
\int_0^\infty\frac{1+x^2}{1+x^4}dx=\int_{-\infty}^{\infty}\frac{du}{u^2+2}=\frac{\pi}{\sqrt2},
\]

so \(A_0=A_2=\pi/\sqrt2\). Next,

\[
\frac{d}{dx}\frac{x^{k+1}}{1+x^4}=\frac{(k-3)x^k}{1+x^4}+\frac{4x^k}{(1+x^4)^2}.
\]

For \(k=0\) and \(2\) the left side integrates to zero, so \(I_k=(3-k)A_k/4\). Hence

\[
\mathrm{Var}f=\frac{3\sqrt2}{16}\frac{\sigma^2h}{L},\qquad
\mathrm{Var}f'=\frac{\sqrt2}{16}\frac{\sigma^2h}{L^3}. \tag{7}
\]

The covariance of \(f\) and \(f'\) has an odd integrand and vanishes. The slope variance can be read as a difference over a time \(L\), of order \(\sigma^2/L^2\), reduced by averaging about \(L/h\) samples.

Dividing the slope noise of the one-step difference, \(\sigma/(\sqrt2h)\), by that of the spline gives

\[
\sqrt{\frac{8}{\sqrt2}\frac{L^3}{h^3}}=2^{5/4}\left(\frac Lh\right)^{3/2}.
\]

For \(L=21.21\) µs and \(h=2\) µs this is 82.

## The price of smoothing

A wide difference is also biased. In the Taylor series of \(n(t+w)-n(t-w)\) the even terms cancel, and division by \(2w\) leaves \(n'+w^2n'''/6\). By (5), the relative lifetime bias is \(\tau w^2n'''/(6n)\). In a pure exponential decay the full result is simple. The estimated slope is \(-n\sinh(w/\tau)/w\), so the method returns \(w/\sinh(w/\tau)\), which is shorter than \(\tau\).

For the spline, expanding the frequency response gives \(f\approx n-L^4n''''\), and

\[
\frac{\delta\tau}{\tau}\approx-\frac{L^4}{n}\left(n''''+\tau n^{(5)}\right). \tag{8}
\]

If \(\tau\) is constant, \(n+\tau n'=\tau G\). Differentiating four times turns (8) into \(-L^4\tau G''''/n\): the bias comes from smoothing \(n\) but not \(G\). Smoothing both alike removes it in the interior. Smoothing commutes with differentiation there, so the smoothed balance still has the form of (1) with the same constant \(\tau\). In the dark \(G=0\), and away from the record ends this bias is absent for an exponential decay. When \(\tau\) varies with \(n\), a remainder stays. In the example, at \(L=21.21\) µs, smoothing \(G\) as well lowers the rms bias from 0.61 % to 0.14 % of the lifetime.

## Best widths

The two methods are compared at their own best widths, each held fixed over the window where \(n\) exceeds 20 % of its peak (288 to 868 µs). Errors are root-mean-square over this window, relative to the true lifetime, and \(G\) is left unsmoothed. Let angle brackets denote the window average and define

\[
C^2=\left\langle\frac{\tau^2\sigma^2}{n^2}\right\rangle,\quad
B^2=\left\langle\frac{\tau^2n'''^2}{36n^2}\right\rangle,\quad
M^2=\left\langle\frac{(n''''+\tau n^{(5)})^2}{n^2}\right\rangle.
\]

For the difference, the squared error is \(B^2w^4+C^2/(2w^2)+\langle\sigma^2/n^2\rangle\). Its derivative vanishes when \(4B^2w^3=C^2/w^3\), so

\[
w^6=\frac{C^2}{4B^2},\qquad E_{\rm diff}^2=3B^2w^4+\left\langle\frac{\sigma^2}{n^2}\right\rangle .
\]

The step \(h\) does not appear. At fixed \(\sigma\), faster sampling does not improve this estimate, because each slope still uses two samples.

For the spline, the noise of \(f\) is small: by (7) its share relative to the slope noise is \(3L^2/\tau^2\), about 3 % in variance near the peak. Without it, the squared error is \(M^2L^8+\sqrt2hC^2/(16L^3)\). Setting the derivative to zero gives

\[
L^{11}=\frac{3\sqrt2\,hC^2}{128M^2},\qquad E_{\rm spl}^2=\frac{11}{3}M^2L^8 .
\]

The factor \(11/3\) is the bias term plus a noise term \(8/3\) as large. Since \(E_{\rm spl}\propto L^4\), the error scales as \(h^{4/11}\).

A direct search over widths finds \(w=42\) µs and \(L=21.2\) µs; the formulas give 40.2 and 20.8 µs. The errors are 4.9 % for the difference and 1.16 % for the spline, a ratio of 4.2. This factor, not the 82 found above, is the fair comparison, since a wide difference is already far better than a one-step difference. It belongs to this pulse, noise and window. It measures the gain from averaging many samples, not a merit of the spline alone: a cubic polynomial fitted by least squares over ±98 µs around each sample reaches 1.17 %. If \(G\) is smoothed like \(n\), the smaller bias allows a longer spline, and the best values become \(L\approx29\) µs and 0.76 %.

With \(h\) halved to 1 µs at the same \(\sigma\), the difference stays at 4.9 % and the spline improves to 0.91 %. The spline ratio is 0.780, against \(2^{-4/11}=0.777\). If faster sampling raised the noise so that \(\sigma^2h\) stayed constant, (7) shows that this gain would vanish.

One noisy trace shows the same order. At 500 µs, where the true value is 216.7 µs, the one-step difference gives 137 µs, the best difference 222 µs and the best spline 216 µs. At 700 µs, where the true value is 185.5 µs, they give 401, 196 and 185 µs.

## Choosing the smoothing without knowing the answer

The best \(L\) above uses the true \(n\). In a measurement, \(L\) can be chosen by asking how well the spline predicts a sample left out of the fit. Write the fit as \(f=\mathcal S y\), and let \(p_i\) be the prediction for sample \(i\) when it is omitted. If \(y_i\) is replaced by \(p_i\), the fit without sample \(i\) remains the minimiser, since the added residual is zero. By linearity \(p_i=f_i+\mathcal S_{ii}(p_i-y_i)\), hence

\[
y_i-p_i=\frac{y_i-f_i}{1-\mathcal S_{ii}} .
\]

Replacing \(\mathcal S_{ii}\) by its average over the \(K\) samples and summing the squares gives, up to a constant factor, the generalised cross-validation score

\[
V(L)=\frac{K\sum_i(y_i-f_i)^2}{(K-\mathrm{tr}\,\mathcal S)^2},
\]

which is minimised over \(L\). It judges the density, not its slope. Over simulated traces its median choice lies between 17 and 18 µs, shorter than the best value for the lifetime. At 17.3 µs the error is 1.36 % instead of 1.16 %. When each trace uses its own choice, the rms error is about 1.4 %, and about 1.9 % or more for the worst 5 % of traces. The score also relies on errors that are independent from sample to sample. If a slow amplifier correlates neighbouring errors, the spline can predict part of the noise itself, and the score may choose far too little smoothing.

The complete procedure is:

1. If the errors are independent from sample to sample, minimise \(V(L)\); otherwise choose \(L\) from simulated records with the measured noise. Set \(\lambda=L^4/h\).
2. Solve (4) and obtain \(f\) and \(f'\).
3. Form \(f/(G-f')\), with \(G\) smoothed in the same way if the bias \(-L^4\tau G''''/n\) matters.
4. Discard the record ends and the low densities.

The ends are discarded because data lie on one side only. For \(L=20\) µs the slope noise at the last sample is twice the interior value. The condition \(f''=0\) at the ends also biases the slope: for a noise-free exponential decay with \(\tau=200\) µs the lifetime at the last sample comes out 14 % too short, and the error is below 1 % at 40, 80 and 120 µs from the end.

## Where the estimate fails

The linear formula (5) needs a slope error well below \(n/\tau\). For the one-step difference this fails. The estimated denominator is negative when the slope error exceeds \(n/\tau\), which for Gaussian noise has the probability \(\Phi(-\sqrt2\,hn/(\tau\sigma))\), with \(\Phi\) the normal distribution function. Averaged over the window this is 8.3 %, and simulated traces give 8.2 % negative lifetimes. Gaussian noise also gives the denominator a nonzero probability density at zero, so the quotient has no finite variance. The lifetime variances from (6), or from (7) inserted in (5), describe the central part of the distribution when the noise is small.

Smoothing does not cure systematic errors. If \(n\) is too large by a small fraction \(c\), then \(\delta n=cn\) and \(\delta n'=cn'\), and (5) gives

\[
\frac{\delta\tau}{\tau}=c\,\frac{n+\tau n'}{n}=c\,\frac{\tau G}{n}.
\]

The factor \(\tau G/n\) is 2.9 at 350 µs, 1.1 at 500 µs and 0.03 at 700 µs. A 1 % calibration error thus matters most on the rise and almost disappears once the light has faded. If \(n\) is recorded late by \(d\), then \(\delta n=-dn'\) and \(\delta n'=-dn''\), so the relative error is \(-d(n'+\tau n'')/n\). A delay of 1 µs causes up to 3.9 % error, reached at the start of the window on the rising edge. Its rms over the window is 1.1 %, about the same as the rms error of the best spline.

The parameters are rough typical values for a passivated p-type silicon wafer; very good wafers have lifetimes of milliseconds, well above those used here. With a rough Auger coefficient of \(4\times10^{-31}\) cm⁶/s, the omitted Auger and radiative processes would add 3 % and 2 % to the recombination rate at peak density. The attraction between electrons and holes can make the Auger part about twice as large at this doping. Together the two processes would shorten the true lifetime there by roughly 5 to 8 %, but (1) would still measure it. Trapping does break (1). Suppose \(n\) is obtained from the conductivity. Each trapped electron leaves an extra hole, and holes supply about 0.3 of the conductivity of a pair. Then \(10^{13}\) cm⁻³ filled traps mimic \(0.3\times10^{13}\) cm⁻³ pairs, which is 0.4 % of the density at the window edge and a larger share at lower densities. The lifetime error can be larger than this share while the traps fill or empty, because the rate at which they do so also enters the balance of pairs. Depth diffusion takes about 1.1 µs, short beside the pulse. Heating by about 1 mK is negligible, and a hole density of \(6\times10^{-4}\) of the valence-band density of states keeps the carriers nondegenerate. For this example, time alignment and calibration on the rising edge therefore deserve as much care as the choice of smoothing. The numerical output lists the remaining values.

## Numbers as computed

```
thickness 180 um, doping 15e15 cm^-3
capture lifetimes tau_n0 150 us, tau_p0 500 us
surface velocity 5 cm/s, diffusivity 30 cm^2/s
surface lifetime W/(2S) 1800.0 us, from diffusion mode 1800.9 us
pulse: peak G 3.00e+19 cm^-3 s^-1, centre 400 us, standard deviation 100 us
record length 1400 us, step h 2 us, noise sigma 2.0e+13 cm^-3
peak density 3.588e15 cm^-3 at 509.0 us
window (n above 20% of peak): 288 to 868 us
true lifetime in window: 157.7 to 216.8 us
t=350 us: n 1.6428e15 cm^-3, G 2.647e+19, dn/dt 1.732e+19 cm^-3 s^-1
  lifetime (us): true 179.5, one-step 168.6, best difference 171.5, best spline 180.1
  predicted relative noise (%): one-step 77.3, best difference 3.87, best spline 0.96
  calibration factor tau*G/n: 2.892
t=500 us: n 3.5808e15 cm^-3, G 1.820e+19, dn/dt 1.671e+18 cm^-3 s^-1
  lifetime (us): true 216.7, one-step 137.4, best difference 222.4, best spline 216.4
  predicted relative noise (%): one-step 42.8, best difference 2.11, best spline 0.53
  calibration factor tau*G/n: 1.101
t=700 us: n 1.9229e15 cm^-3, G 3.333e+17, dn/dt -1.003e+19 cm^-3 s^-1
  lifetime (us): true 185.5, one-step 401.3, best difference 196.2, best spline 184.7
  predicted relative noise (%): one-step 68.2, best difference 3.41, best spline 0.85
  calibration factor tau*G/n: 0.032
one-step negative lifetimes: simulated 8.24 %, predicted 8.28 %
best difference half-width w: search 42 us, formula 40.2 us
best spline length L: search 21.21 us, formula 20.81 us
rms error, best difference: search 4.93 %, formula 5.01 %, simulated 4.87 %
rms error, best spline: search 1.16 %, formula 1.16 %, simulated 1.16 %
error ratio, best difference / best spline: 4.24
slope-noise ratio, one-step / best spline: 82.1
spline lambda at best L: 1.011e+05 us^3
cross-validated L (median of 300 traces): 17.34 us, rms error 1.36 %
step 1 us: best difference w 41 us, rms 4.93 %; best spline L 19.81 us, rms 0.91 %
spline error ratio on halving h: 0.780, law 0.777
spline bias rms at best L: raw G 0.614 %, G smoothed alike 0.138 %
slope noise at record end / interior (L=20 us): 2.00
largest error from 1 us delay of n: 3.94 %
depth diffusion time W^2/(pi^2 D): 1.09 us
neglected rates / model rate at peak: Auger 3.0 %, radiative 2.0 %
trapping, false density at window edge: 0.42 % (for 1e+13 cm^-3 filled traps)
heating by the pulse: 1.13 mK; hole density / valence-band density: 6.2e-04
```
